# The Larché–Cahn diffusion potential of a substitutional solute in a stressed crystal

Bend a thin alloy foil and hold it hot, without creep, until diffusion stops. If equilibrium is judged from the stress-free diffusion potential, the foil should keep a uniform composition, since stress does not enter that potential. If one adds the slope of the stored elastic energy at fixed stress, nothing changes when the moduli are independent of composition, since that slope is then zero. Both predictions are wrong: solute that expands the lattice collects on the stretched side. What is missing is the work done by the stress when the crystal changes its natural size.

## Setting and assumptions

Atoms A and B share one substitutional lattice, and $x$ is the fraction of sites held by B. The reference state is unstressed pure A at the working temperature, with volume $V_0$ per site. All densities are per unit reference volume. The total strain from the reference state is $E$, the symmetric part of the gradient of a continuous displacement $u$. Tensile stress is positive, and a colon denotes contraction over pairs of indices, as in $\sigma:\eta=\sigma_{ij}\eta_{ij}$.

The assumptions are:

1. Strains are small, and stress is linear in elastic strain.
2. Sites are neither created nor destroyed, and the vacancy fraction is negligible. B can then enter a region only by replacing A.
3. The free energy density depends on the local $x$ and $E$, not on their gradients.
4. Temperature is uniform and constant.

The strain that a crystal of composition $x$ takes when unstressed is $E^0(x)$. Its slope is $\eta=dE^0/dx$. The stiffness is $C(x)$, the compliance is $S=C^{-1}$, and a prime denotes $d/dx$. Elastic strain and stress are

$$\varepsilon=E-E^0(x),\qquad \sigma=C(x):\varepsilon .$$

**Definition.** The diffusion potential $M$ is the change of free energy per replacement of A by B, at fixed sites and fixed strain.

In a uniform region of $N$ sites the free energy is $F=NV_0f(x,E)$. One replacement changes $x$ by $1/N$, so for large $N$

$$M=\frac1N\frac{\partial F}{\partial x}=V_0\left(\frac{\partial f}{\partial x}\right)_E .$$

This is a difference, $\mu_B-\mu_A$. Assumption 2 gives no meaning here to either potential alone.

## Theorem

Let $\mu(x)$ be the value of $M$ at zero stress. Under assumptions 1 to 4:

**(a)** The diffusion potential is

$$M=\mu(x)-V_0\,\sigma:\eta-\frac{V_0}{2}\,\sigma:S':\sigma. \tag{1}$$

**(b)** In a body with fixed solute content and $0<x<1$, under dead loads or fixed surface displacements, equilibrium requires $\nabla\cdot\sigma=0$ and uniform $M$.

## Two lemmas

**Lemma 1.** The free energy density is $f=f_0(x)+\tfrac12\,\varepsilon:C:\varepsilon$, where $f_0$ belongs to the unstressed crystal.

*Proof.* At fixed $x$, strain the crystal from $E^0$ to $E$ along $E^0+s\varepsilon$, with $s$ running from 0 to 1. The stress on the way is $sC:\varepsilon$ and the strain increment is $\varepsilon\,ds$. The isothermal reversible work is stored as free energy:

$$\int_0^1 s\,(\varepsilon:C:\varepsilon)\,ds=\tfrac12\,\varepsilon:C:\varepsilon .\qquad\blacksquare$$

It follows that $\mu=V_0f_0'$, because the elastic term is quadratic in $\varepsilon$ and its slope vanishes at $\varepsilon=0$. Also $(\partial f/\partial E)_x=C:\varepsilon=\sigma$.

**Lemma 2.** $S'=-S:C':S$.

*Proof.* The product $C:S$ is the identity on symmetric tensors, whatever $x$ is. Differentiation gives $C':S+C:S'=0$. Contracting from the left with $S$ and using $S:C=1$ gives the result. $\blacksquare$

## Proof of part (a)

Differentiate Lemma 1 with $E$ held fixed. Since $E$ does not move, $(\partial\varepsilon/\partial x)_E=-\eta$. The elastic term contains $\varepsilon$ twice and $C$ once:

$$\frac{\partial}{\partial x}\left(\tfrac12\varepsilon:C:\varepsilon\right)
=\tfrac12(-\eta):C:\varepsilon+\tfrac12\varepsilon:C:(-\eta)+\tfrac12\varepsilon:C':\varepsilon .$$

The first two terms are equal because $C$ is symmetric. Their sum is $-\sigma:\eta$; the factor one half has gone. In the last term put $\varepsilon=S:\sigma$ and use Lemma 2:

$$\tfrac12\varepsilon:C':\varepsilon=\tfrac12\,\sigma:(S:C':S):\sigma=-\tfrac12\,\sigma:S':\sigma .$$

Adding $f_0'$ and multiplying by $V_0$ gives (1). $\blacksquare$

**Remark 1: meaning of the terms.** If B expands the lattice, tension lowers $M$ and favours B, since the larger atom lets the stretched crystal relax. The quadratic term says that, at given stress, a solute that softens the crystal ($\sigma:S':\sigma>0$) is also favoured. For an isotropic misfit, where $\eta_{ij}=\eta\,\delta_{ij}$ with a scalar $\eta$, the linear term is $-V_0\eta\,\mathrm{tr}\,\sigma$. Pure shear then has no linear effect.

**Remark 2: one atom at a time.** The linear term of (1) can be tested without continuum elasticity. Take an fcc crystal of 108 atoms joined by nearest-neighbour springs of constant $k$, with lattice constant $a$. In keeping with assumption 1, the extension of each spring is taken to first order in the displacements. Replace one atom by a solute whose bonds are longer by $0.01a$ to $0.04a$, differently in each of the six bond directions, with $k$ unchanged. Strain the cell by normal strains of up to 0.004 and engineering shears of up to 0.005, and let all atoms relax. The strain changes the replacement energy by $-3.535534\times10^{-4}\,ka^2$. The formula $-V_0\sigma:\eta$ gives the same number, with $\sigma$ taken from the strained host and $\eta$ from the stress-free shape of the cell with its solute. Because the energy of linearized springs is quadratic, this agreement is exact by construction; it confirms the sign, the factor and the normalization per site. With true bond lengths the number changes by about 0.3 %.

## Fixed stress and pressure

**Corollary 1.** At fixed stress, $M=V_0(\partial g/\partial x)_\sigma$ with $g=f-\sigma:E$.

*Proof.* At fixed $\sigma$ the strain follows the composition, so

$$\left(\frac{\partial g}{\partial x}\right)_\sigma=\left(\frac{\partial f}{\partial x}\right)_E+\left(\frac{\partial f}{\partial E}-\sigma\right):\left(\frac{\partial E}{\partial x}\right)_\sigma .$$

The bracket vanishes because $\partial f/\partial E=\sigma$. $\blacksquare$

The term $-\sigma:E$ is the potential energy of the load. Without it, the stored energy $\tfrac12\sigma:S:\sigma$ has the fixed-stress slope $+\tfrac12\sigma:S':\sigma$. That is the modulus term of (1) with its sign reversed, and the misfit term is absent.

This was tested on a model crystal without symmetry, with stiffness linear in $x$, stress-free strain quadratic in $x$, and $x=0.3$. Numerical slopes of the elastic work at fixed strain, and of work minus $\sigma:E$ at fixed stress, are both $-0.175458$ GPa. Equation (1) gives the same value for $(M-\mu)/V_0$. The stored energy alone at fixed stress gives $-0.007144$ GPa.

**Corollary 2.** Under a pressure $p$, the shift of $M$ is the integral over pressure of the volume change per replacement.

*Proof.* Put $\sigma=-p\mathbf 1$ in (1):

$$M(p)-M(0)=V_0\left(p\,\mathrm{tr}\,\eta-\tfrac12p^2\,\mathbf 1:S':\mathbf 1\right).$$

The relative volume change is $\mathrm{tr}\,E=\mathrm{tr}\,E^0-p\,\mathbf 1:S:\mathbf 1$. Its slope with $x$ is $\mathrm{tr}\,\eta-p\,\mathbf 1:S':\mathbf 1$. Integrating this from 0 to $p$ and multiplying by $V_0$ gives the same expression. $\blacksquare$

For an isotropic misfit and constant moduli the shift is $3V_0\eta p$. Pressure opposes a solute that expands the lattice.

## Proof of part (b)

Let $t$ be the dead load per unit area. The quantity to be made stationary is

$$\Phi=\int f\,dV-\oint t\cdot u\,dA,\qquad\text{at fixed}\quad N_B=\int\frac{x}{V_0}\,dV .$$

Introduce a multiplier $\lambda$ for $N_B$ and vary $u$ and $x$ independently. Since $\sigma$ is symmetric, $\sigma:\delta E=\sigma:\nabla\delta u$, and

$$\delta(\Phi-\lambda N_B)=\int\left[\sigma:\nabla\delta u+\frac{M-\lambda}{V_0}\,\delta x\right]dV-\oint t\cdot\delta u\,dA .$$

The divergence theorem turns the first term into $\oint(\sigma n)\cdot\delta u\,dA-\int(\nabla\cdot\sigma)\cdot\delta u\,dV$, with $n$ the outward normal. Arbitrary $\delta u$ gives $\nabla\cdot\sigma=0$ inside and $\sigma n=t$ on loaded surfaces; where the displacement is fixed, $\delta u=0$. Arbitrary $\delta x$ gives $M=\lambda$ everywhere. $\blacksquare$

These conditions are necessary. A minimum also needs a second variation that is never negative.

**Remark 3: diffusion.** Let $J$ be the flux of B through the lattice, so that $\dot x/V_0=-\nabla\cdot J$. In mechanical equilibrium the displacement terms cancel as above. For a body closed to solute,

$$\dot\Phi=\int\frac{M}{V_0}\,\dot x\,dV=-\int M\,\nabla\cdot J\,dV=\int J\cdot\nabla M\,dV .$$

The linear law $J=-L\nabla M$ with $L>0$ makes this negative or zero, as the second law requires. The gradient that drives diffusion in this law is that of $M$, not of $\mu$.

## A layer on a thick alloy

**Proposition.** Let a thin (001) layer of a cubic crystal, of composition $x$, be coherent with a thick unstressed alloy of composition $x_b$. Let the misfit be isotropic, $E^0=\eta x\mathbf 1$, and the moduli constant. Then the layer has

$$M=\mu(x)+2V_0Y\eta^2(x-x_b),\qquad Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} . \tag{2}$$

*Proof.* The thick alloy imposes its own in-plane strain $\eta x_b$. The layer's in-plane elastic strain is therefore $e=\eta(x_b-x)$. Its surface is free, so $C_{11}\varepsilon_{zz}+2C_{12}e=0$ and $\varepsilon_{zz}=-2C_{12}e/C_{11}$. The in-plane stress is

$$\sigma=(C_{11}+C_{12})e+C_{12}\varepsilon_{zz}=Ye .$$

Two stress components equal $\sigma$ and the third is zero, so $\sigma:\eta=2\eta\sigma=2Y\eta^2(x_b-x)$. Equation (1) with $S'=0$ gives (2). $\blacksquare$

The elastic term involves $\eta^2$, so its sign does not depend on whether the solute is large or small. A depleted layer of a lattice-expanding solute is held in tension, which draws solute back; a layer depleted of a small solute is held in compression, with the same effect. The slope is

$$\frac{dM}{dx}=\mu'(x)+2V_0Y\eta^2 .$$

When the layer exchanges solute with the thick alloy at fixed $M$, it is stable against a uniform change of $x$ if this slope is positive. Coherency can thus stabilize a layer whose $\mu'$ is slightly negative against this uniform change. Variations of composition along the layer are not covered: they can cost less elastic energy than a uniform change of the same root-mean-square size, because the layer and the alloy beneath can deform with them. The saving vanishes as the wavelength becomes very long compared with the thickness and is largest for wavelengths of a few thicknesses. With the elastic constants of the example below, a wave along [100] about six thicknesses long costs only about half as much. The extra term vanishes if the layer can slide freely on the alloy. Misfit dislocations that relieve the stress but then stay fixed still hold the layer's in-plane strain, so the extra slope remains.

**Remark 4: size of the modulus term.** Suppose all moduli change by a relative amount $m$ per unit $x$, so that $S'=-mS$. The layer's elastic energy density is $\tfrac12\sigma:S:\sigma=\sigma e=\sigma^2/Y$. The quadratic term in (1) is then $mV_0\sigma^2/Y$. Its ratio in magnitude to the linear term $2V_0\eta\sigma$ is $|m||e|/(2|\eta|)$. The linear form suffices when this is small. In the coherent layer $|e|=|\eta||x-x_b|$, so the ratio is $|m||x-x_b|/2$, whatever the misfit. If $e$ is instead imposed by an outside load, it does not shrink with $\eta$, and the linear form fails for a solute with little misfit and a strong effect on stiffness.

## Example: chromium in nickel under a chromia scale

A growing chromia scale takes chromium from the alloy beneath it. Take $x_b=0.20$ in depth and $x=0.10$ at the metal surface, at 1273 K, where $k_BT=109.7$ meV. Rough values are a lattice constant of 0.358 nm for nickel at this temperature and, for the alloy, $\eta=0.03$ and $C_{11},C_{12},C_{44}=200,145,85$ GPa. An fcc cell has four sites, so $V_0=0.358^3/4=0.01147$ nm³. Mixing is taken as ideal, $\mu=k_BT\ln[x/(1-x)]$ up to a constant. One GPa nm³ is 6241.5 meV.

**Applied stress.** A biaxial tension of 100 MPa shifts $M$ by

$$-2V_0\eta\sigma=-2(0.01147)(0.03)(0.1)(6241.5)=-0.430\ \text{meV}.$$

A pressure of 100 MPa shifts it by $3V_0\eta p=+0.644$ meV. A region under this tension, in equilibrium with unstressed alloy at $x=0.20$, satisfies $x'/(1-x')=0.25\,e^{0.430/109.7}$. Hence $x'=0.2006$, a small enrichment.

**Bent foil.** A (001) foil of mean composition 0.15 was divided into nine layers. Its in-plane strain, equal in both in-plane directions, was set to run from $-0.004$ to $+0.004$ about the stress-free value, and its moduli were allowed to change by 30 % per unit $x$. The free energy was minimized numerically over the compositions, at fixed solute content, and over the strains normal to the foil. This test does not presuppose uniform $M$.

The chromium fraction becomes 0.147 on the compressed face and 0.153 on the stretched one, where the stresses are $-0.528$ and $+0.529$ GPa. The chemical part $\mu$ varies by 4.54 meV across the foil, while $M$ from (1) varies by $2\times10^{-5}$ meV. The linear term accounts for the variation of $\mu$: $2(0.01147)(0.03)(1.057)(6241.5)=4.54$ meV. These values are for a purely elastic foil. A real foil would creep at 1273 K; if the face stress fell to 50 MPa, the change of chromium fraction there would be only about 0.00025.

**Depleted layer.** Here $Y=345-2(145)^2/200=134.75$ GPa and $e=0.03\times0.10=0.003$, so the coherent stress is 404 MPa in tension. The elastic part of $M$ is

$$-2(0.01147)(134.75)(0.03)^2(0.10)(6241.5)=-1.74\ \text{meV}.$$

The chemical difference between depth and surface is $109.7\ln(0.25/0.1111)=89.0$ meV. The total is 90.7 meV, so the self-stress raises the difference in $M$ that drives chromium outward by about 2 % of its chemical value, with both compositions held fixed. In terms of slopes at $x=0.15$, self-stress adds 17.4 meV to $\mu'=k_BT/[x(1-x)]=860$ meV.

**The real alloy.** The temperature and compositions are in the range relevant to chromia-forming nickel alloys, but a lasting stress of 404 MPa is far from typical at 1273 K, because the metal creeps. With a rough flow stress of 50 MPa the elastic shift falls from $-1.74$ to $-0.215$ meV, about 0.2 % of the chemical difference. For a solid-solution alloy this is an upper value: typical power-law creep data for Ni–20Cr give a rate of order $10^{-4}$ s$^{-1}$ at 50 MPa, so over hundreds of hours the stress is a few MPa and the shift a few hundredths of a meV. Creep by dislocation climb also creates and removes sites, which breaks assumption 2. Other omissions, some larger than the elastic shift and some smaller, are these:

- *Grain orientation.* Minimizing the layer's elastic energy for a (111) surface gives $Y=301$ GPa and a coherent shift of $-3.88$ meV.
- *Non-ideal mixing.* A term $Wx(1-x)$ in the free energy per site adds $W(1-2x)$ to $\mu$. For a rough $|W|=50$ meV it changes the difference in $M$ by $2|W|(0.10)=10$ meV, more than the elastic shift; the direction depends on the sign of $W$. This $W$ is only illustrative. Thermodynamic assessments of fcc Ni–Cr give an asymmetric excess free energy that raises the difference by roughly 70 meV in this range, comparable to the ideal part, which would lower the coherent elastic share from about 2 % to about 1 %.
- *Mobility.* Suppose mobility varies as $\exp(\sigma_mV^*/k_BT)$, with mean stress $\sigma_m=2\sigma/3$ and a rough activation volume $V^*=0.8V_0$. The full coherent stress then raises it by 15 %, again more than the 2 % effect on the drive. This use of the mean stress assumes that vacancies form equally at sources of all orientations. If they form only at the free surface, placing the removed atom there does no work against the stress, and the 15 % does not apply.
- *Moduli and finite strain.* A trial modulus change of 30 % per unit $x$ adds 0.026 meV through the quadratic term, in agreement with Remark 4, if the quoted moduli are those of the layer at $x=0.10$. If they are those of the alloy at $x=0.20$, $Y$ in the layer is also 3 % lower and the total change is 0.078 meV. The site volume at $x=0.20$ exceeds $V_0$ by 1.8 %, which indicates the order of magnitude of the relative error made by using the reference volume.

For this alloy, then, the elastic part of $M$ is a small correction to the chromium supply, and its size depends chiefly on how much stress survives creep. The stress from growth of the scale itself is not included; if known, it enters through $\sigma$ in (1). The numerical output gives the remaining digits.

## Calculated quantities

```
Triclinic test, dM/V0 at fixed strain: -0.175458 GPa
Triclinic test, dM/V0 at fixed stress: -0.175458 GPa
Triclinic test, dM/V0 from formula: -0.175458 GPa
Elastic energy slope alone, fixed stress: -0.007144 GPa
Spring crystal exchange energy: -3.535534e-04 k a^2
Spring crystal, formula: -3.535534e-04 k a^2
Temperature: 1273 K, kT: 109.70 meV
Lattice constant (rough): 0.358 nm
Site volume V0: 0.01147 nm^3
1 GPa nm^3 = 6241.5 meV
Linear misfit eta (rough): 0.030 per unit site fraction
C11, C12, C44 (rough): 200, 145, 85 GPa
Cr fraction in depth, at surface: 0.20, 0.10
Bent foil, strain at faces: -/+ 0.0040
Bent foil, stress at faces: -0.528, 0.529 GPa
Bent foil, Cr fraction at faces: 0.14735, 0.15262
Bent foil, spread of chemical part: 4.539 meV
Bent foil, spread of M: 2.1e-05 meV
Applied stress or pressure: 100 MPa
Shift of M, biaxial tension: -0.430 meV
Shift of M, pressure: 0.644 meV
Cr fraction under tension, in equilibrium with 0.20 unstressed: 0.20063
Biaxial modulus (001): 134.75 GPa
Misfit strain of depleted layer: 0.0030
Coherent stress in depleted layer: 404 MPa
Elastic part of M in depleted layer: -1.737 meV
Chemical difference of M, depth minus surface: 88.96 meV
Total difference of M: 90.69 meV
Elastic gain in drive: 1.95 %
Chemical slope dM/dx at x = 0.15: 860.4 meV
Self-stress slope dM/dx: 17.37 meV
Neglected: flow stress (rough) 50 MPa, shift then -0.215 meV
Neglected: (111) grain, modulus 301.1 GPa, shift -3.880 meV
Neglected: mixing energy (rough size) 50 meV, changes drive by 10.0 meV
Neglected: activation volume (rough) 0.00918 nm^3, mobility factor 1.151
Neglected: moduli changing by 30 % per unit x, shift 0.0260 meV
Neglected: site volume change at x = 0.20: 1.8 %
```
